\section*{Why a Cauchy Index with an Urbach Tail Can Violate Causality}

\section{Definitions and the belief}

Fields vary as $e^{-i\omega t}$, $E=\hbar\omega$ is the photon energy, and the complex index of an isotropic, non-magnetic film is $N=n+ik$, with dielectric function $\varepsilon=N^2$. Absorption then means $k>0$ at $E>0$. Because real fields produce a real polarization, $\varepsilon(-E)=\varepsilon^*(E)$ on the real axis. At high energy $\varepsilon\to1$.

In a measured window $E_1<E<E_2$ the Cauchy--Urbach model sets
\begin{equation}
n(E)=A+bE^2,\qquad k(E)=k_2\,e^{(E-E_2)/E_u}. \label{model}
\end{equation}
The first expression is the Cauchy law $A+B/\lambda^2$ with $\lambda=hc/E$, so $b=B/(hc)^2$. The constant $k_2$ is the extinction at the upper edge of the window, and $E_u$ is the energy over which $k$ grows by a factor $e$. The Urbach energy proper is defined by the absorption coefficient, which is proportional to $Ek$. It is somewhat smaller here: the inverse of its local value is $1/E_u+1/E$.

The belief to be examined is that \eqref{model} is a causal optical model because each half is reasonable. The case for it deserves a fair statement. The Cauchy law describes normal dispersion below an absorption edge, the exponential describes weak absorption near that edge, and $k$ is positive and small over most of the window. It seems that so small a $k$ cannot matter to $n$. The flaw is that causality ties $n$ at one energy to $k$ at all energies, whereas \eqref{model} chooses the two functions independently.

\section{What causality requires}

Causality makes $\varepsilon$ analytic in the upper half of the complex energy plane. Take a passive insulator, with $\varepsilon_2=\operatorname{Im}\varepsilon\ge0$ at $E>0$ and no static conductivity. For complex $z$ in the upper half-plane,
\begin{equation}
\varepsilon(z)=1+\frac{2}{\pi}\int_0^\infty\frac{E'\varepsilon_2(E')}{E'^2-z^2}\,dE'.
\end{equation}
If $z^2$ is not real, the imaginary part of the integrand has the sign of $\operatorname{Im}z^2$, so $\varepsilon(z)$ is not real. If $z=iy$, the denominator is $E'^2+y^2$ and $\varepsilon>1$. Hence $\varepsilon$ has no zero in the upper half-plane, and the root $N=\sqrt\varepsilon$ that tends to 1 is analytic there too. In the first quadrant the phase of $\varepsilon$ lies between 0 and $\pi$, so that of $N$ lies between 0 and $\pi/2$. Passivity therefore implies $k\ge0$ at $E>0$.

Cauchy's integral theorem, with the contour closed by a large arc on which $N-1$ vanishes, gives
\begin{equation}
N(E)-1=\frac{1}{i\pi}\,P\!\int_{-\infty}^{\infty}\frac{N(E')-1}{E'-E}\,dE'.
\end{equation}
Its real part contains $k$. Since $k(-E')=-k(E')$, the negative half-axis can be folded onto the positive one:
\begin{align}
n(E)-1&=\frac1\pi P\!\int_0^\infty k(E')\left[\frac1{E'-E}+\frac1{E'+E}\right]dE'\nonumber\\
&=\frac2\pi P\!\int_0^\infty\frac{E'k(E')}{E'^2-E^2}\,dE'. \label{kk}
\end{align}

This relation also shows where the Cauchy law comes from. If all absorption lies above the window, then $E<E'$ throughout the integral, and expanding $1/(E'^2-E^2)$ in powers of $E^2/E'^2$ gives
\begin{equation}
n-1=\sum_{m=0}^{\infty}E^{2m}\,\frac2\pi\int\frac{k(E')}{E'^{2m+1}}\,dE'.
\end{equation}
The terms $m=0$ and $m=1$ are $A-1$ and $bE^2$. The Cauchy law is thus a truncated expansion for distant absorption. A tail inside the window is not distant: the expansion fails for the part of it at $E'<E$, and its dispersion must be added separately.

\section{Taking the formulas literally}

Suppose first that the exponential is continued upward without limit. With the integral \eqref{kk} cut at $U\gg E$, the region just below $U$ dominates. There the kernel $E'/(E'^2-E^2)$ is close to $1/U$, and the exponential integrates to $E_u$ times its end value:
\begin{equation}
n_U-1\simeq\frac2\pi\,\frac{k_2E_u}{U}\,e^{(U-E_2)/E_u}.
\end{equation}
This diverges as $U\to\infty$, so \eqref{kk} assigns no index to such a tail.

One may reply that the formulas are meant for the window alone. An exact statement holds even there. Suppose a causal $\varepsilon_c$ has continuous boundary values equal to
\begin{equation}
F(E)=\left[A+bE^2+ik(E)\right]^2
\end{equation}
on some open interval, however short. The difference $h=\varepsilon_c-F$ is analytic in the upper half-plane and zero on the interval. Setting $h(z)=[h(z^*)]^*$ in the lower half-plane continues it analytically across the interval (Schwarz reflection). An analytic function that vanishes on an interval vanishes identically, so $\varepsilon_c=F$ throughout the upper half-plane and, by continuity, on the whole real axis. But
\begin{equation}
F(-E)-F^*(E)=i\,[k(-E)+k(E)]\,\bigl\{2n+i[k(-E)-k(E)]\bigr\},
\end{equation}
which is not zero because an exponential is positive on both sides of $E=0$. The reality condition fails, and so does the limit $\varepsilon\to1$. No causal dielectric function coincides with the model on any interval. This argument does not use passivity.

It proves less than it may seem to. With $k=0$ the reality condition is restored, but $A+bE^2$ still does not tend to 1, so a bare Cauchy law is not exactly causal either. Yet it can be an excellent approximation. The practical question is whether a causal function lies within a stated error of \eqref{model}.

\section{A test that needs only the window}

Split \eqref{kk} into the part from inside the window,
\begin{equation}
n_w(E)=\frac2\pi P\!\int_{E_1}^{E_2}\frac{E'k(E')}{E'^2-E^2}\,dE',
\end{equation}
and the part from outside. The second is unknown, so a difference between $n-1$ and $n_w$ is no violation: absorption elsewhere may fill it. Its shape, however, is constrained. Define $D(E)=n(E)-1-n_w(E)$ and $x=E^2$. For a causal index with $k\ge0$,
\begin{equation}
\frac{dD}{dx}=\frac2\pi\int_{\rm outside}\frac{E'k(E')}{(E'^2-x)^2}\,dE'\ge0. \label{rise}
\end{equation}
Absorption below the window and absorption above it both make $D$ rise.

Suppose the model gives $D(E_a)-D(E_b)=\delta>0$ for $E_a<E_b$. Let a causal index with $k\ge0$ everywhere and the same $k$ in the window agree with the Cauchy curve within $\eta$ at both energies. Its remainder $D_c$ satisfies $D_c(E_a)\ge D(E_a)-\eta$ and $D_c(E_b)\le D(E_b)+\eta$. Since $D_c(E_a)\le D_c(E_b)$,
\begin{equation}
D(E_a)-\eta\le D(E_b)+\eta\quad\Longrightarrow\quad \eta\ge\delta/2. \label{bound}
\end{equation}
Every passive causal index with this extinction in the window therefore misses the Cauchy curve by at least $\delta/2$ at one of the two energies.

For the Urbach tail $n_w$ has a closed form. Write the kernel as in the first line of \eqref{kk}, and substitute $s=(E'-E)/E_u$ in the first term and $s=(E'+E)/E_u$ in the second. Each becomes an integral of $e^s/s$. With $\operatorname{Ei}(u)=P\!\int_{-\infty}^u(e^s/s)\,ds$,
\begin{align}
n_w=\frac{k_2}{\pi}\Bigl\{&e^{(E-E_2)/E_u}\Bigl[\operatorname{Ei}\tfrac{E_2-E}{E_u}-\operatorname{Ei}\tfrac{E_1-E}{E_u}\Bigr]\nonumber\\
&+e^{-(E+E_2)/E_u}\Bigl[\operatorname{Ei}\tfrac{E_2+E}{E_u}-\operatorname{Ei}\tfrac{E_1+E}{E_u}\Bigr]\Bigr\}.
\end{align}
It is proportional to $k_2$. With $g=n_w/k_2$, the slope of the remainder is $dD/dx=b-k_2\,dg/dx$, and $D$ begins to fall somewhere once $k_2$ exceeds
\begin{equation}
k_c=\frac{b}{\max(dg/dx)}. \label{kc}
\end{equation}
A flatter Cauchy curve, with smaller $b$, tolerates only a weaker tail.

\section{The violation in numbers}

Take round model parameters, chosen with a broad tail for illustration and not fitted to a measured film: $A=1.80$, $B=0.005\,\mu{\rm m}^2$, a window from 1.5 to 4.0 eV, $E_u=0.30$ eV and $k_2=0.30$. Then $b=0.003253\ {\rm eV}^{-2}$. The values lie outside the usual Urbach regime: $k_2=0.30$ at 4 eV is an absorption coefficient $4\pi k/\lambda\approx1.2\times10^5\ {\rm cm}^{-1}$, typical of interband absorption, and $E_u$ is broader than in most films. The remainders at two energies are
\begin{align}
D(2.5\ {\rm eV})&=1.82033-1-0.03049=0.78984,\\
D(3.5\ {\rm eV})&=1.83984-1-0.07278=0.76706.
\end{align}
The Cauchy index rises by 0.0195 between these energies, but the tail alone demands a rise of $0.0728-0.0305=0.0423$. The remainder falls by 0.0228, against \eqref{rise}.

These numbers also show why the belief misleads. At 2.5 eV the local extinction is only 0.0020, yet the tail contributes 0.0305 to the index there, about fifteen times as much. The contribution comes from the stronger absorption nearer the edge.

On a grid from 1.6 to 3.9 eV the largest drop is $\delta=0.0238$, between 2.225 and 3.55 eV. By \eqref{bound} the index misfit is at least 0.0119. An independent check places narrow absorption lines of non-negative strength outside the window and minimizes the largest misfit over the grid. With 110 lines the best value is 0.0191, and a denser set of 500 lines lowers it to 0.0185. It lies above the bound mainly because the bound uses two energies while the fit has to serve the whole grid; a fit to those two energies alone reaches 0.0119. The smallest misfit attainable on the grid with any non-negative outside absorption lies between 0.0119 and 0.0185. The output calls these fits passive. They impose $k\ge0$, which passivity implies, but not the further condition $n\ge0$ at all energies; the lower bound for passive media is unaffected.

Whether a misfit of 0.012 matters depends on the accuracy claimed for $n$. It is not small beside the Cauchy rise of 0.0195 between 2.5 and 3.5 eV. Nor would a modest error in the scale of $k$ remove the drop: the threshold \eqref{kc} is $k_c=0.111$, so the whole tail would have to be reduced by a factor of about 2.7. As $k_2$ is raised from zero to this threshold, the slope of $D$ first reaches zero near 3.26 eV. All this holds for the given $B$. Since $k_c\propto B$, a steeper Cauchy curve with $B\gtrsim0.0135\,\mu{\rm m}^2$ removes the drop, and if $B$ is fitted freely the smallest misfit with non-negative lines falls to about 0.004, at $B\approx0.018\,\mu{\rm m}^2$. A narrower tail lowers the threshold and moves the turn-down toward the edge: for $E_u=0.05$ eV and the original $B$, $k_c=0.022$ near 3.88 eV.

\section{Where the test is silent}

With $k_2=0.01$ and everything else unchanged, $D$ rises across the grid, and non-negative lines outside the window reproduce the Cauchy index within $1.8\times10^{-4}$ at the grid points. At that accuracy the weak tail is compatible with causality and $k\ge0$, although the exact statement still applies to it. A rising $D$ is a necessary condition, not a proof of consistency, since \eqref{rise} restricts more than the sign of one derivative.

The sign of $k$ outside the window is essential. If lines of either sign are allowed, so that the medium may have gain, the misfit for the strong tail drops to about $10^{-9}$ at the grid points. That fit uses negative line strengths (contributions to the static index) summing to about 110, far above $A-1=0.8$; with their sum limited to 0.1 the misfit is about $10^{-3}$, and limited to 0.01 it is 0.013. This does not contradict the uniqueness argument, which concerns exact equality on an interval. At finite accuracy, what the strong tail violates is causality combined with passivity.

The test must also not condemn ordinary anomalous dispersion. A causal control with oscillators at 3 and 8 eV has an absorption line inside the window. Its index falls by as much as 0.20 in one step of 0.1 eV, yet its $D$ rises in every step, by at least 0.0044. A falling $n$ is permitted when the absorption in the window accounts for it; a falling $D$ is not.

\section{What to use instead}

The direct way to remove the falling remainder is to give the tail its own dispersion, $n=A+bE^2+n_w$. Then $D=A-1+bE^2$, which rises for $b>0$, as \eqref{rise} requires. Defects remain at the edges of the window. Since $\operatorname{Ei}(s)\simeq\ln|s|$ plus a constant for small $s$ of either sign, $n_w$ behaves as $(k_2/\pi)\ln[(E_2-E)/E_u]$ near the upper edge and tends to $-\infty$. At the lower edge $n_w$ behaves as $-[k(E_1)/\pi]\ln[(E-E_1)/E_u]$ and tends to $+\infty$, with a much smaller weight. Both singularities come from cutting $k$ off abruptly. They are removed by continuing $k$ smoothly beyond both edges: downward to zero at $E=0$, and upward into a band that eventually decays.

A complete model goes one step further. It specifies a non-negative $\varepsilon_2$ at all positive energies, with an exponential tail below the edge that is brought smoothly to zero at $E=0$ and a decaying band above it, obtains the real part of $\varepsilon$ from the Kramers--Kronig integral, and takes the square root last. The index and the extinction are then no longer independent choices. The numerical output below lists the values of the main example.

\section*{Calculated quantities}
\begin{verbatim}
Cauchy A = 1.80, B = 0.005 um^2
hc = 1.239842 eV um; b = B/(hc)^2 = 0.003253 eV^-2
window = 1.5 to 4.0 eV, E_U = 0.30 eV
k at upper edge: strong 0.30, weak 0.01
Strong tail, E in eV; n, k, n_w, D dimensionless:
 E=2.5 n=1.82033 k=0.00202 n_w=0.03049 D=0.78984
 E=3.5 n=1.83984 k=0.05666 n_w=0.07278 D=0.76706
D(3.5 eV) - D(2.5 eV) = -0.02278
Cauchy rise 2.5 to 3.5 eV = 0.01952
largest drop delta = 0.02383
 from E = 2.225 eV to E = 3.550 eV
lower bound on index misfit delta/2 = 0.01191
best passive misfit, strong tail = 0.01907
best passive misfit, weak tail = 1.77e-04
misfit with gain allowed, strong tail = 7.76e-10
threshold edge extinction k_c = 0.1114
 D first turns down at E = 3.262 eV
KK integral of tail at E = 2.5 eV versus upper limit U:
 U = 4.0 eV: 0.030493
 U = 6.0 eV: 9.8678
 U = 8.0 eV: 5150.5
integral / growth law at U = 30 eV = 1.0174
|eps(-E)-eps*(E)| at 3 eV, model = 0.03915
|eps(-E)-eps*(E)| at 3 eV, control = 0.0e+00
Re N at E = 20i eV, continued model = 0.4989
Im N at E = 20i eV, continued model = -3.74e-07
N at E = 20i eV, control = 1.1006
control: largest KK error = 1.7e-13
control: steepest n step per 0.1 eV = -0.2024
control: smallest D step per 0.1 eV = 0.00441
\end{verbatim}
